# Why Rayleigh Point-Defect Scattering Alone Gives No Finite Lattice Conductivity

In a three-dimensional solid with sound-like phonons, the number of modes between \(\omega\) and \(\omega+d\omega\) grows as \(\omega^2d\omega\). If each mode has the classical heat capacity \(k_B\), the same speed \(v\) and a relaxation time \(\tau(\omega)\), the thermal conductivity is proportional to

\[
I=\int \omega^2\,\tau(\omega)\,d\omega .
\]

Suppose that point defects are the sole scatterers, with \(1/\tau=A\omega^4\), and let the integral run over all frequencies. Substituting \(\omega=s\omega'\), with \(s\) any positive number, gives

\[
I=\int_0^\infty\frac{d\omega}{A\omega^2}=\frac1s\int_0^\infty\frac{d\omega'}{A\omega'^2}=\frac{I}{s}.
\]

A positive finite number cannot satisfy this for every \(s\), so \(I\) is infinite. A highest frequency makes the upper end harmless, but the integral converges there anyway. The trouble is at the lower end.

Now add a boundary scattering rate \(b=v/L\), where \(L\) is the effective sample length. Ordinary units do not fix the answer, because \(Ab^3\) is dimensionless. The integral, however, never compares a scattering rate with a frequency, so the two may be given independent units, \(R\) for rates and \(W\) for frequencies. Then \(A\) has unit \(RW^{-4}\), \(b\) has unit \(R\), and \(I\) has unit \(W^3R^{-1}\). Setting \(I\propto A^pb^q\) requires \(-4p=3\) and \(p+q=-1\), hence

\[
p=-\tfrac34,\qquad q=-\tfrac14,\qquad I\propto A^{-3/4}\left(\frac Lv\right)^{1/4}.
\]

If the integral converges without help from another frequency scale, the conductivity grows as \(L^{1/4}\).

## The belief and its appeal

The belief is that point defects by themselves limit the conductivity of a crystal: put enough impurities in, and \(\kappa\) takes a finite value fixed by their concentration. There are good reasons to think so. Every phonon of nonzero frequency has a finite lifetime. Adding defects does lower the conductivity. Over much of the spectrum the scattering is severe.

A model solid with round parameters shows this: \(v=5000\) m/s, Debye frequency \(\omega_D=5\times10^{13}\) rad/s and \(A=10^{-42}\) s³. At the top of the spectrum the free path is

\[
\frac{v}{A\omega_D^4}=\frac{5000}{10^{-42}\times6.25\times10^{54}}\ \text{m}=0.8\ \text{nm}.
\]

The error lies in passing from "every mode has a finite free path" to "the sum over modes is finite". The free paths have no common upper bound, and the sum has to be examined.

## The conductivity integral

Take three acoustic branches with \(\omega=vk\) up to \(\omega_D\), and assume that each mode relaxes at its own rate \(1/\tau\) towards the equilibrium occupation \(n_0=1/(e^x-1)\), with \(x=\hbar\omega/k_BT\). In a steady temperature gradient along \(z\), drift balances relaxation:

\[
v_z\frac{\partial n_0}{\partial T}\frac{dT}{dz}=-\frac{\delta n}{\tau}.
\]

Solving for \(\delta n\) and inserting it in the heat flux \(V^{-1}\sum\hbar\omega v_z\,\delta n=-\kappa\,dT/dz\) gives

\[
\kappa=\frac1V\sum_{\text{modes}}k_Bc(x)\,v_z^2\,\tau .
\]

Here \(k_Bc=\hbar\omega\,\partial n_0/\partial T\) is the heat capacity of one mode. Since \(\partial x/\partial T=-x/T\) and \(e^x-1=2e^{x/2}\sinh(x/2)\),

\[
c(x)=\frac{x^2e^x}{(e^x-1)^2}=\left[\frac{x/2}{\sinh(x/2)}\right]^2 .
\]

The sum becomes an integral: a factor 3 for the branches, \(k^2dk/(2\pi^2)\) for the modes per volume, and \(v^2/3\) for the average of \(v_z^2\) over directions. With \(k=\omega/v\),

\[
\kappa=3\int\frac{\omega^2d\omega}{2\pi^2v^3}\,k_Bc\,\frac{v^2}{3}\,\tau
=K\int_0^{\omega_D}c\,\omega^2\tau\,d\omega,\qquad K=\frac{k_B}{2\pi^2v}.
\]

For the model solid \(K=1.399\times10^{-28}\) J K⁻¹ m⁻¹ s. With \(1/\tau=A\omega^4+v/L\), \(L=1\) µm and \(T=300\) K, a direct sum over wavevectors and this integral both give 15.38 W m⁻¹ K⁻¹.

## Defects alone: the divergence

Insert \(\tau=1/(A\omega^4)\) and stop the integral at a small frequency \(\omega_{\min}\). Writing \(c=1-(1-c)\),

\[
\kappa=\frac KA\left[\frac1{\omega_{\min}}-\frac1{\omega_D}-\int_{\omega_{\min}}^{\omega_D}\frac{1-c}{\omega^2}\,d\omega\right].
\]

For small \(x\), \(\sinh(x/2)=(x/2)(1+x^2/24+\dots)\), so \(c=1-x^2/12+\dots\). The last integrand therefore stays bounded as \(\omega\to0\), and its integral tends to a finite number. What remains is

\[
\kappa\simeq\frac{K}{A\,\omega_{\min}}\to\infty .
\]

Cooling does not cure this. At any \(T>0\) there are modes with \(\hbar\omega\ll k_BT\), and they are classical. For \(\omega_{\min}=10^{9}\) rad/s the model gives \(1.399\times10^{5}\) W m⁻¹ K⁻¹ at both 300 K and 30 K, and lowering \(\omega_{\min}\) tenfold raises this tenfold. The modes become fewer as \(\omega^2\), but their lifetimes grow as \(\omega^{-4}\), and the lifetimes win.

## A cutoff in the wrong place

One might reply that a finite sample has a longest wavelength, so the list of modes ends near \(\omega_{\min}=\pi v/L\). That does give a finite number:

\[
\kappa\simeq\frac{K}{A}\,\frac{L}{\pi v}\propto L .
\]

For \(L=1\) mm, \(\omega_{\min}=\pi\times5000/10^{-3}=1.57\times10^{7}\) rad/s, and \(\kappa=8.9\times10^{6}\) W m⁻¹ K⁻¹. The reason for this absurd value is plain from the free path assigned to the slowest mode, \(v/(A\omega_{\min}^4)=8.2\times10^{16}\) m, in a sample one millimetre long.

The boundary must limit the free path, and it does so at far higher frequencies. The defect and boundary rates are equal at

\[
A\omega_c^4=\frac vL,\qquad \omega_c=\left(\frac{v}{AL}\right)^{1/4}.
\]

For \(L=1\) mm this is \(1.5\times10^{12}\) rad/s, about \(10^5\) times the frequency of the longest wave.

## The integral with all rates

Assume that every mode has the same boundary rate \(b=v/L\), and that rates add. This is a model of diffuse boundaries, not a consequence of them, since the distance to a wall depends on position and direction. It suits a long round rod of diameter \(L\). In a film of thickness \(L\) with heat flowing in the plane, grazing phonons travel far: the power \(1/4\) survives, because only the ratio of free path to thickness enters, but its coefficient is about 28 % larger, and the low-temperature law below is no longer strictly linear in \(L\). It costs nothing to include also a rate \(B\omega^2\), taken here as a model for anharmonic scattering of slow phonons:

\[
\frac1\tau=A\omega^4+B\omega^2+b .
\]

First take \(c=1\) and an infinite upper limit; both idealizations are corrected below. Dividing numerator and denominator by \(\omega^2\) and completing the square,

\[
\omega^2\tau=\frac{1}{A\omega^2+B+b/\omega^2}=\frac1{u^2+M},
\]

\[
u=\sqrt A\,\omega-\frac{\sqrt b}{\omega},\qquad M=B+2\sqrt{Ab}.
\]

The term \(2\sqrt{Ab}\) restores the cross term of \(u^2\). Now change variable by \(\omega=\sqrt{b/A}/\omega'\). This turns \(u\) into \(-u\), leaves \(u^2\) unchanged, and replaces \(d\omega\) by \(\sqrt{b/A}\,d\omega'/\omega'^2\), the minus sign being absorbed by exchanging the limits. The same integral \(I\) thus has two forms, and their sum is

\[
2I=\int_0^\infty\frac{1+\sqrt{b/A}/\omega^2}{u^2+M}\,d\omega
=\frac1{\sqrt A}\int_{-\infty}^{\infty}\frac{du}{u^2+M}
=\frac{\pi}{\sqrt{A M}} .
\]

The middle step uses \(du=(\sqrt A+\sqrt b/\omega^2)\,d\omega\) and the fact that \(u\) rises steadily from \(-\infty\) to \(\infty\). Therefore

\[
I=\frac{\pi}{2\sqrt A\,\sqrt{B+2\sqrt{Ab}}}.
\]

With \(B=0\) the denominator is \(2\sqrt2\,A^{3/4}b^{1/4}\). Multiplying by \(K\) and setting \(b=v/L\),

\[
KI=\alpha L^{1/4},\qquad
\alpha=\frac{k_B}{2\pi^2v}\,\frac{\pi}{2\sqrt2}\,\frac{1}{A^{3/4}v^{1/4}}
=\frac{k_B}{4\sqrt2\,\pi\,v^{5/4}A^{3/4}} .
\]

This is the power found from scaling, now with its coefficient. The coefficient depends on how the two mechanisms are joined. If \(\tau\) is instead the smaller of \(1/(A\omega^4)\) and \(L/v\), the modes below \(\omega_c\) contribute \(\omega_c^3/(3b)=1/(3A\omega_c)\) and those above contribute \(1/(A\omega_c)\). The total is \(\tfrac43/(A\omega_c)\) in place of \((\pi/2\sqrt2)/(A\omega_c)\), larger by a factor 1.20, with the same power of \(L\).

## What the idealizations cost

For \(B=0\), restoring \(\omega_D\) and the quantum heat capacity removes two pieces from the integral: the modes above \(\omega_D\), and the missing heat capacity \(1-c\) below it. Both converge without a boundary. For large \(L\) they therefore tend to a constant:

\[
\kappa\simeq\alpha L^{1/4}-\kappa_D,\qquad
\kappa_D=\frac KA\left[\frac1{\omega_D}+\int_0^{\omega_D}\frac{1-c}{\omega^2}d\omega\right].
\]

The coefficient \(\alpha\) does not depend on temperature; \(\kappa_D\) does. In the model solid at 300 K, \(\alpha=584.3\) W m⁻⁵ᐟ⁴ K⁻¹ and \(\kappa_D=3.17\) W m⁻¹ K⁻¹. For \(L=1\) mm, \(L^{1/4}=0.1778\) in units of m¹ᐟ⁴, so

\[
\kappa\simeq584.3\times0.1778-3.17=100.7\ \text{W m}^{-1}\,\text{K}^{-1},
\]

and numerical integration gives 100.75 in the same unit.

The next quantum correction shows when the law can be trusted. At finite \(b\), \(\omega^2\tau\) is smaller than \(1/(A\omega^2)\) by \(b/[A\omega^2(A\omega^4+b)]\), so \(\kappa_D\) has removed slightly too much. With \(1-c\simeq x^2/12\), the amount to be given back is

\[
\frac{K}{12}\left(\frac{\hbar}{k_BT}\right)^2\frac bA\int_0^\infty\frac{d\omega}{A\omega^4+b}
=\frac{K}{12}\left(\frac{\hbar}{k_BT}\right)^2\frac{\omega_c}{A}\,\frac{\pi}{2\sqrt2}.
\]

The last integral was done with \(\omega=\omega_cy\); the map \(y\to1/y\) turns \(\int_0^\infty dy/(1+y^4)\) into \(\int_0^\infty y^2dy/(1+y^4)\), which is the integral already found. Relative to \(\alpha L^{1/4}\) this correction is \((\hbar\omega_c/k_BT)^2/12\). The law thus needs \(\hbar\omega_c\ll k_BT\) as well as \(\omega_c\ll\omega_D\).

At low temperature the first condition fails. If \(\hbar\omega_c\gg k_BT\), with \(k_BT\ll\hbar\omega_D\), the thermally excited modes are all limited by the boundary and \(\tau=L/v\):

\[
\kappa=K\frac Lv\left(\frac{k_BT}{\hbar}\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}dx
=\frac{2\pi^2k_B^4T^3L}{15\hbar^3v^2}.
\]

Integration by parts turns the integral into \(4\int_0^\infty x^3dx/(e^x-1)=4\sum_n6/n^4=4\pi^4/15\). Here \(\kappa\) is linear in \(L\). For \(L=1\) mm the scale \(\hbar\omega_c/k_B\) is 11.4 K. The change of regime lies lower, because the integrand above peaks near \(x=4\): setting this linear law equal to \(\alpha L^{1/4}\) gives \(k_BT=[15/(8\sqrt2\,\pi^3)]^{1/3}\hbar\omega_c=0.35\,\hbar\omega_c\), about 4.0 K.

The Rayleigh rate \(A\omega^4\) was taken as given. It is a long-wavelength law, and may fail at high frequency. If it fails above some fixed frequency, and the integral there stays finite, the change at large \(L\) is again a constant added to \(\kappa\); \(\alpha\) is unaffected.

## How the growth ends

Without a boundary, \(b=0\), the rate \(B\omega^2\) makes the full-range integral finite:

\[
\kappa_\infty=\frac{\pi K}{2\sqrt{AB}} .
\]

The reason is visible at low frequency, where \(\omega^2\tau\to1/B\). More generally, if the slow modes relax as \(\omega^p\), the integrand behaves as \(\omega^{2-p}\), and the integral converges at zero if \(p<3\). Rayleigh scattering has \(p=4\). A finite bulk conductivity in this model needs some other process that acts strongly enough on slow phonons.

The local exponent \(n=d\ln\kappa/d\ln L\) follows from \(I\propto M^{-1/2}\) and \(\sqrt b\propto L^{-1/2}\):

\[
n=-\frac12\frac{d\ln M}{d\ln L}=\frac14\,\frac{2\sqrt{Ab}}{B+2\sqrt{Ab}} .
\]

It has fallen to \(1/8\) when \(2\sqrt{Ab}=B\), that is at

\[
L^*=\frac{4Av}{B^2}.
\]

These full-range results for \(\kappa_\infty\), \(n\) and \(L^*\) describe the Debye model only if \(\sqrt{B/A}\ll\omega_D\) and \(\hbar\sqrt{B/A}\ll k_BT\). With \(B=10^{-17}\) s, \(\sqrt{B/A}=0.06\,\omega_D\), and \(L^*=4\times10^{-42}\times5000/10^{-34}\) m \(=200\) µm. The Debye model at 300 K, integrated numerically, gives the following, with \(\kappa\) in W m⁻¹ K⁻¹.

| \(L\) | \(\kappa\), \(B=0\) | \(n\) | \(\kappa\), with \(B\) | \(n\) |
|---|---|---|---|---|
| 1 µm | 15.4 | 0.299 | 14.8 | 0.281 |
| 10 µm | 29.7 | 0.276 | 26.6 | 0.228 |
| 100 µm | 55.3 | 0.264 | 41.6 | 0.157 |
| 1 mm | 100.8 | 0.258 | 54.6 | 0.082 |
| 1 cm | 181.6 | 0.254 | 61.9 | 0.033 |

For \(B=0\) the exponent approaches \(1/4\) from above, because differentiating \(\alpha L^{1/4}-\kappa_D\) gives

\[
n\simeq\frac14\,\frac{\alpha L^{1/4}}{\alpha L^{1/4}-\kappa_D}>\frac14 .
\]

With the anharmonic rate there is no plateau at \(1/4\) in this example. The exponent passes through that value between 1 and 10 µm and keeps falling. The window between 0.8 nm and 200 µm looks wide, but both corrections fade slowly. The upward correction from \(\kappa_D\) is of relative size \(\kappa_D/(\alpha L^{1/4})\) and falls only as \(L^{-1/4}\). The anharmonic rate already pulls the exponent down well below \(L^*\): since \(B/(2\sqrt{Ab})=\sqrt{L/L^*}\), the full-range exponent is \(\tfrac14/(1+\sqrt{L/L^*})\), which is 0.233 at 1 µm and 0.204 at 10 µm. The value \(1/4\) is crossed where the two corrections happen to cancel. A measured exponent near \(1/4\) over a short range of lengths would therefore be weak evidence for the law.

The bulk value is 66.4 W m⁻¹ K⁻¹, against 69.5 from the full-range formula, which ignores \(\omega_D\) and the quantum heat capacity.

## What defects do

In the model solid, defects strongly reduce the conductivity without being able to bound it alone. They silence the fast modes and leave the heat to the slow ones. For \(L=1\) mm and \(B=0\), modes below \(\omega_D/10\) are a fraction \((1/10)^3=0.1\) % of all modes, yet they carry 75 % of the heat.

This also changes how \(\kappa\) responds to more defects. If defects alone set a finite conductivity, every \(\tau\) would be proportional to \(1/A\), and doubling \(A\) would halve \(\kappa\). Instead \(\kappa\propto A^{-3/4}\) in the boundary regime, a factor 0.595, and \(\kappa_\infty\propto A^{-1/2}\) in the anharmonic bulk, a factor 0.707. Numerical integration of the Debye model gives 0.595 (at \(L=1\) m with \(B=0\), a length chosen to reach the asymptotic regime) and 0.717. Both laws need the crossover frequency to lie far below \(\omega_D\) and \(k_BT/\hbar\). For dilute defects, \(A=10^{-45}\) s³ with the same \(B\), \(\sqrt{B/A}=2\omega_D\), and doubling \(A\) lowers the bulk value by only 6 %. Only modes well above the frequency where defects become the main scatterer, \(\omega_c\) in the boundary regime and \(\sqrt{B/A}\) in the anharmonic bulk, lose heat in proportion to \(1/A\). The modes well below it are hardly affected by the added defects, and they carry a larger share of a smaller total.

Two assumptions limit these results. Normal processes, which exchange energy between modes while conserving total crystal momentum, have not been treated separately; they can couple slow modes to fast ones, which a single relaxation time per mode does not describe. And \(L\) was the same for all frequencies. If a surface reflects long waves more specularly than short ones, the effective \(L\) depends on \(\omega\), and the scaling argument for the power \(1/4\) no longer applies. For example, with a specular fraction \(p=e^{-4\eta^2k^2}\) for roughness \(\eta\), the rate \((v/L)(1-p)/(1+p)\) tends to \(2\eta^2\omega^2/(vL)\) for long waves. This acts like a term \(B\omega^2\) with \(B\propto1/L\), so for smooth surfaces \(\kappa\propto L^{1/2}\). The power \(1/4\) then needs \(\eta\gg v/\omega_c\), which is 3.3 nm for \(L=1\) mm.

The correct statement is that Rayleigh scattering by point defects leaves the Debye conductivity infinite at every \(T>0\). A boundary that limits free paths makes it finite. With a frequency-independent boundary rate, and once \(\hbar\omega_c\ll k_BT\) and \(\omega_c\ll\omega_D\), the leading growth is \(L^{1/4}\). Another process whose rate for slow phonons falls as \(\omega^p\) with \(p<3\) ends this growth at a finite bulk value, and can do so, as in the example above, before a clean \(L^{1/4}\) range appears.

## Numbers as computed

```
sound speed v = 5000 m/s
Debye frequency w_D = 5.00e+13 rad/s
defect strength A = 1.0e-42 s^3
anharmonic strength B = 1.0e-17 s
temperature T = 300 K
prefactor K = 1.3989e-28 J s/(K m)
L = 1 um: wavevector sum 15.383, integral 15.383 W/(m K)
defects only, T = 300 K, w_min = 1e+10 rad/s: 1.3986e+04 W/(m K)
defects only, T = 300 K, w_min = 1e+09 rad/s: 1.3989e+05 W/(m K)
defects only, T = 300 K, w_min = 1e+08 rad/s: 1.3989e+06 W/(m K)
defects only, T = 30 K, w_min = 1e+10 rad/s: 1.3971e+04 W/(m K)
defects only, T = 30 K, w_min = 1e+09 rad/s: 1.3987e+05 W/(m K)
defects only, T = 30 K, w_min = 1e+08 rad/s: 1.3989e+06 W/(m K)
wavelength cutoff, L = 0.1 mm: 8.906e+05 W/(m K)
wavelength cutoff, L = 1.0 mm: 8.906e+06 W/(m K)
defect free path at that cutoff, L = 1 mm: 8.21e+16 m
alpha from integrals, T = 300 K: 584.31 W/(m^(5/4) K)
alpha from integrals, T = 30 K: 584.20 W/(m^(5/4) K)
alpha from formula: 584.31 W/(m^(5/4) K)
subtracted constant kappa_D = 3.166 W/(m K)
sharp switch / added rates, coefficient ratio: 1.2004
columns: L (m); w_c (rad/s); kappa, formula (W/(m K)), exponent for B = 0;
         then kappa (W/(m K)) and exponent with B
1e-07; 1.495e+13; 7.35, 7.22, 0.349; 7.25, 0.342
1e-06; 8.409e+12; 15.38, 15.31, 0.299; 14.77, 0.281
1e-05; 4.729e+12; 29.73, 29.69, 0.276; 26.59, 0.228
1e-04; 2.659e+12; 55.29, 55.27, 0.264; 41.60, 0.157
1e-03; 1.495e+12; 100.75, 100.74, 0.258; 54.64, 0.082
1e-02; 8.409e+11; 181.62, 181.61, 0.254; 61.91, 0.033
crossover length L* = 200.0 um
exponent at L*: full range 0.1250, Debye model 0.1335
bulk with B: Debye model 66.36, full-range formula 69.49 W/(m K)
A doubled, boundary regime (L = 1 m): factor 0.5951, law 0.5946
A doubled, bulk with B: factor 0.7168, law 0.7071
L = 1 mm, B = 0, modes below w_D/10: 0.10 % of modes, 75.4 % of heat
temperature hbar w_c/kB at L = 1 mm: 11.42 K
L = 1 mm, T = 0.1 K: integral 1.6308e-03, cold formula 1.6308e-03 W/(m K)
```
